Longitudinal and transverse dispersion of a dipole-coupled oscillator chain, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The dispersion relations and the sign of the group velocity

### 1. What dimensions and symmetry fix

Identical polarizable particles sit at the points x = nd of a straight line in vacuum, n being any integer. Each carries a dipole moment p that responds to a field as a damped harmonic oscillator with natural frequency ω0, damping rate γ and strength A:

p″ + γp′ + ω0²p = A E_loc.

A prime on p means a time derivative. For one charge q of mass m on a spring, p = q times the displacement, and A = q²/m. The field E_loc comes from the other dipoles. It is taken to be the instantaneous Coulomb field, which is the quasistatic approximation, so the speed of light does not enter.

The Coulomb field of a dipole p at distance d has the size p/(4πε0 d³). The coupling therefore enters the equation of motion through one quantity with the dimension of a squared frequency,

Ω² = A/(4πε0 d³).

The equations are linear and the chain repeats with period d. A wave with wavevector k along the chain must then obey

ω² + iγω = ω0² − Ω² f(θ), θ = kd,

where f is a dimensionless function of θ alone, one for each polarization.

Symmetry says more. The chain is unchanged by a rotation about its own axis and by reflection in any plane that contains the axis. Dipoles along the axis (longitudinal, L) therefore do not mix with dipoles across it (transverse, T), and the two transverse directions are equivalent. The field of a point dipole is

E_i = (1/4πε0) Σ_j ∂_i∂_j(1/r) p_j,

and the trace of the matrix ∂_i∂_j(1/r) is ∇²(1/r), which vanishes away from the source. The trace still vanishes after summation over the chain, so

f_L + 2f_T = 0.

Hence f_T = −f_L/2. If the longitudinal frequency rises with k, the transverse frequency must fall, and the reverse. The opposite signs of the two group velocities are thus a consequence of Laplace's equation and the symmetry of the chain. The function f_L has to be computed to find which branch rises.

### 2. The field on the axis

The potential of a dipole at the origin is p·r/(4πε0r³). Differentiating the product gives

∂_i[(p·r) r⁻³] = p_i r⁻³ − 3(p·r) r_i r⁻⁵.

The field is minus the gradient of the potential:

E = (1/4πε0) [3(p·r)r/r⁵ − p/r³].

At a point on the chain axis, r = ±nd along x. If p lies along x, the first term is 3p/r³ and the total is 2p/r³. If p is perpendicular to x, then p·r = 0 and −p/r³ remains. Both cases read

E = b p/[4πε0 (nd)³], b_L = 2, b_T = −1.

The field is the same on both sides of the source, because r appears twice in the first term. A dipole thus pushes its neighbours on the axis in its own direction when it points along the chain, and in the opposite direction when it points across.

### 3. The dispersion relations

Take a wave in which the dipole at site n is the real part of P exp(inθ − iωt). The wavevector k is real, and ω may be complex. Wavevectors that differ by 2π/d describe the same motion, and k and −k have the same frequency, so it suffices to study 0 ≤ θ ≤ π.

The field at site 0 is the sum over all other sites. The terms +n and −n have equal distances, and their phase factors add to exp(inθ) + exp(−inθ) = 2cos(nθ). Therefore

E_loc = [bP/(4πε0d³)] · 2 Σ_{n≥1} cos(nθ)/n³ = 2bS(θ) P/(4πε0d³),

S(θ) = Σ_{n≥1} cos(nθ)/n³,

with the common factor exp(−iωt) left out. The series converges absolutely, so the order of summation does not matter.

In the equation of motion, p″ gives −ω²P and γp′ gives −iωγP:

(−ω² − iγω + ω0²)P = 2bΩ²S(θ)P.

Dividing by P and rearranging,

ω² + iγω = ω0² − 2bΩ²S(θ).

The two cases are

longitudinal: ω² + iγω = ω0² − 4Ω²S(θ),

transverse: ω² + iγω = ω0² + 2Ω²S(θ).

They agree with the symmetry argument, since f_L = 4S and f_T = −2S.

### 4. Damping and stability

Let ω_L² and ω_T² denote the right-hand sides, and let ω_σ stand for either root. Adding (iγ/2)² = −γ²/4 to both sides completes the square:

(ω + iγ/2)² = ω_σ² − γ²/4,

ω = −iγ/2 + √(ω_σ² − γ²/4).

For γ < 2ω_σ the wave oscillates while its amplitude decays as exp(−γt/2) and its energy as exp(−γt). The slope of the real part is

d(Re ω)/dk = (ω_σ/Re ω) dω_σ/dk,

which follows from differentiating (Re ω)² = ω_σ² − γ²/4 at fixed γ. The prefactor is positive, so damping of this kind leaves the sign of the slope unchanged.

The chain is stable if ω_σ² > 0 for every θ. At the ends of the range,

S(0) = Σ 1/n³ = ζ(3) = 1.202,

S(π) = Σ (−1)ⁿ/n³.

In S(π) the even terms add to ζ(3)/8, because (2m)³ = 8m³. The odd terms have the remaining magnitude 7ζ(3)/8 and carry a minus sign. So S(π) = −3ζ(3)/4. Section 5 shows that S falls steadily from one end to the other, which makes these its extreme values. The lowest longitudinal value is ω0² − 4ζ(3)Ω², at θ = 0. The lowest transverse value is ω0² − (3/2)ζ(3)Ω², at θ = π. Stability requires

L: Ω²/ω0² < 1/[4ζ(3)] = 0.208,

T: Ω²/ω0² < 2/[3ζ(3)] = 0.555.

The longitudinal condition is the stricter one. Beyond it the linear model predicts a dipole moment that grows without limit, and a nonlinear restoring force would be needed.

### 5. Group velocity

Set γ = 0. Differentiating the series for S term by term gives

dS/dθ = −C(θ), C(θ) = Σ_{n≥1} sin(nθ)/n².

This is allowed because the differentiated series is bounded term by term by the convergent series Σ1/n². Differentiating ω² = ω0² − 2bΩ²S with respect to k, with dθ/dk = d,

2ω dω/dk = 2bΩ²d C(θ),

v = dω/dk = bΩ²d C(θ)/ω.

Explicitly,

v_L = 2Ω²d C(θ)/ω_L, v_T = −Ω²d C(θ)/ω_T.

It remains to show that C is positive. Its derivative is

D(θ) = dC/dθ = Σ_{n≥1} cos(nθ)/n.

This is the real part of Σzⁿ/n = −ln(1 − z) at z = exp(iθ). The series converges there for 0 < θ < 2π, uniformly on any closed interval inside that range, which justifies the differentiation. The modulus of 1 − exp(iθ) is 2sin(θ/2), so

D(θ) = −ln[2 sin(θ/2)].

For 0 < θ < π/3 the argument of the logarithm is below 1 and D is positive. For π/3 < θ < π it is above 1 and D is negative. Since every sine in the series vanishes at θ = 0 and at θ = π, C starts at zero, rises to a maximum C(π/3) = 1.015, and falls back to zero. It is positive in between. Therefore

v_L > 0 and v_T < 0 for 0 < kd < π.

Within the quasistatic model the signs hold over this whole range, small k included. At kd = 0 and kd = π both velocities vanish.

### 6. The long-wavelength form

For small θ, sin(θ/2) = (θ/2)(1 − θ²/24 + …), so

D(θ) = −ln θ + θ²/24 + ….

Integrating from zero, with ∫ln θ dθ = θ ln θ − θ,

C(θ) = θ(1 − ln θ) + θ³/72 + ….

To leading order,

v_L ≈ 2Ω²d θ(1 − ln θ)/ω_L(0),

v_T ≈ −Ω²d θ(1 − ln θ)/ω_T(0).

Both velocities go to zero with k, but more slowly than in proportion to k. The logarithm comes from distant neighbours. As long as nθ is small, neighbour n contributes sin(nθ)/n² ≈ θ/n to C. Such terms add up to about θ ln(1/θ) before the sine begins to oscillate at n ≈ 1/θ. A chain with nearest-neighbour coupling alone would have C = sin θ, the same signs, and no logarithm. At θ = 0.3 the full sum is C = 0.662 and sin θ = 0.296, so the distant neighbours more than double the speed there.

### 7. Why the longitudinal branch rises and the transverse branch falls

At k = 0 all dipoles swing together. In the longitudinal case each dipole feels a field in its own direction. This field helps the displacement, weakens the net restoring force, and lowers the frequency below ω0. In the transverse case the field of the neighbours opposes the displacement, strengthens the restoring force, and raises the frequency above ω0.

When k increases from zero, the neighbours fall out of step. The part of their field in phase with a given dipole is reduced from S(0) to S(θ), and both effects weaken. The lowered frequency rises and the raised frequency falls, both towards ω0.

The flow of energy shows the same contrast. With γ = 0, assign to site n the energy

h_n = (p_n′² + ω0²p_n²)/(2A) − ½ Σ_m g_nm p_n p_m,

g_nm = b/(4πε0d³|n − m|³) = bΩ²/(A|n − m|³), m ≠ n,

so that each pair shares its interaction energy equally. Differentiate h_n and use p_n″ + ω0²p_n = A Σ_m g_nm p_m:

dh_n/dt = Σ_m g_nm p_n′p_m − ½ Σ_m g_nm(p_n′p_m + p_n p_m′)

= ½ Σ_m g_nm(p_m p_n′ − p_n p_m′).

Each term is the power passed from site m to site n. For p_n = P cos(nθ − ωt) with real P, p_n′ = ωP sin(nθ − ωt), and with s = n − m

p_m p_n′ − p_n p_m′ = ωP² sin(sθ).

Now cut the chain between two sites. There are s pairs of separation s that straddle the cut. The power crossing it towards +x is

J = ½ωP² Σ_{s≥1} s · [bΩ²/(A s³)] sin(sθ) = ωP² bΩ²C(θ)/(2A).

The mean kinetic energy per site is ω²P²/(4A). The mean potential energy is P²(ω0² − 2bΩ²S)/(4A), which is also ω²P²/(4A) by the dispersion relation. The total is ω²P²/(2A), and the speed of the energy is

J d/[ω²P²/(2A)] = bΩ²d C(θ)/ω = v.

The group velocity is therefore the energy velocity. For k > 0 the dipole at site n lags behind the one at n − 1. In the longitudinal case the force from n − 1 has a part in phase with the velocity of n, so it does positive work and energy moves forward. In the transverse case that force is reversed, and energy moves backward although the crests still travel forward at ω/k.

## Part II. A chain of polar-crystal spheres and the limits of the model

### 8. Symbols and results carried over

The spacing is d, θ = kd, ω0 and γ are the frequency and damping rate of one oscillator, A is its strength, and Ω² = A/(4πε0d³). The sums are S(θ) = Σcos(nθ)/n³, C(θ) = Σsin(nθ)/n² = −dS/dθ and D(θ) = dC/dθ = −ln[2sin(θ/2)]. With b = 2 for longitudinal (L) and b = −1 for transverse (T) dipoles,

ω² + iγω = ω0² − 2bΩ²S(θ),

v = bΩ²d C(θ)/ω for γ = 0.

Since C > 0 for 0 < θ < π, v_L is positive and v_T is negative. Energy decays as exp(−γt).

### 9. A sphere as a Lorentz oscillator

A small sphere of a polar crystal has a dipole resonance in the infrared, where its lattice vibration makes the permittivity negative. Let the sphere have radius a and relative permittivity ε, and place it in a uniform field E0. Let χ be the polar angle measured from E0. The potential inside is −E_in r cos χ. Outside it is −E0 r cos χ + p cos χ/(4πε0r²). Write u = p/(4πε0a³). Continuity of the potential at r = a gives

E_in = E0 − u.

Continuity of the normal displacement gives

εE_in = E0 + 2u.

Inserting the first into the second, ε(E0 − u) = E0 + 2u, so

p = 4πε0a³ [(ε − 1)/(ε + 2)] E0.

For a crystal with one polar phonon, take

ε = ε∞(ω_LO² − w)/(ω_TO² − w), w = ω² + iγω,

where ω_TO and ω_LO are the transverse and longitudinal optical phonon frequencies of the bulk crystal. Multiplying numerator and denominator of the sphere's response by ω_TO² − w,

(ε − 1)/(ε + 2) = [ε∞ω_LO² − ω_TO² − (ε∞ − 1)w]/[ε∞ω_LO² + 2ω_TO² − (ε∞ + 2)w].

The denominator is (ε∞ + 2)(ω0² − w), with

ω0² = (ε∞ω_LO² + 2ω_TO²)/(ε∞ + 2).

In the numerator, write −(ε∞ − 1)w = (ε∞ − 1)(ω0² − w) − (ε∞ − 1)ω0². The part without w is then

ε∞ω_LO² − ω_TO² − (ε∞ − 1)ω0² = 3ε∞(ω_LO² − ω_TO²)/(ε∞ + 2),

as multiplication by ε∞ + 2 and collection of terms confirms. The result is

(ε − 1)/(ε + 2) = β + F/(ω0² − w),

β = (ε∞ − 1)/(ε∞ + 2), F = 3ε∞(ω_LO² − ω_TO²)/(ε∞ + 2)².

The second term is a Lorentz oscillator of strength A = 4πε0a³F, which gives

Ω² = F(a/d)³.

The first term is the background response of the electrons. The Lorentz chain leaves it out, and Section 12 puts it back.

In the quasistatic point-dipole model, the longitudinal group velocity is positive and the transverse one negative for 0 < kd < π, and a small polar-crystal sphere has been shown to respond as a Lorentz oscillator plus a background term. What remains is to put in numbers for magnesium-oxide-like spheres, to test the results numerically, and to examine the effects of damping, background response, higher multipoles and retardation.
